# Surface Potential and Trap Density from Quasi-Static MOS Capacitance

Before extracting an interface trap density from a capacitance curve, one must choose a value for the oxide capacitance \(C_{ox}\). The largest measured capacitance is at hand, but it lies below \(C_{ox}\). Whether it is good enough depends on how an error in \(C_{ox}\) passes through the surface potential and into the density, and the answer differs strongly from one part of the gap to another.

## Three points by hand

Take a capacitor on a p-type semiconductor. Let \(V\) be the gate voltage and \(\psi\) the surface potential relative to the bulk, positive when the bands bend downward. All charges and capacitances are per unit area. The gate voltage is swept so slowly that carriers and interface traps stay in equilibrium, no current leaks through the oxide, and the device is laterally uniform.

If the gate charge rises by \(dQ_G\), the voltage across the oxide rises by \(dQ_G/C_{ox}\). The rest of the gate-voltage change falls across the semiconductor:

\[
dV=d\psi+\frac{dQ_G}{C_{ox}} .
\]

The quasi-static capacitance is \(C=dQ_G/dV\). Substituting \(dQ_G=C\,dV\) and solving for \(d\psi\) gives

\[
\frac{d\psi}{dV}=1-\frac{C}{C_{ox}} .
\]

A model device with \(C_{ox}=0.35417\) µF/cm² has these values:

| \(V\) (V) | \(C\) (µF/cm²) | \(1-C/C_{ox}\) |
|---|---|---|
| −0.8027 | 0.12515 | 0.6466 |
| −0.4138 | 0.05676 | 0.8397 |
| −0.0529 | 0.07403 | 0.7910 |

The trapezoidal rule gives the two increments

\[
\tfrac12(0.6466+0.8397)(0.3889\ \text{V})=0.289\ \text{V},
\]
\[
\tfrac12(0.8397+0.7910)(0.3609\ \text{V})=0.294\ \text{V}.
\]

The true increments are 0.300 V each. The hand result is low because the trapezoids overestimate the area under \(C\). With 10 mV steps and a cubic spline, the same noise-free curve returns the potential to better than 0.1 µV, so quadrature is not the limiting error here.

Now raise the assumed \(C_{ox}\) by 1%. Each factor \(1-C/C_{ox}\) rises by about \(0.01\,C/C_{ox}\), so the potential change between the outer points rises by 1% of the oxide voltage change. That is \(0.01(0.7498-0.6000)\) V, or 1.5 mV. This is small, but a trap density is a difference of capacitances, one of which depends on \(\psi\).

## The integral and its missing constant

Integrating from a reference voltage \(V_0\) gives the Berglund integral,

\[
\psi(V)=\psi(V_0)+\int_{V_0}^{V}\left(1-\frac{C(V')}{C_{ox}}\right)dV' .
\]

It uses charge balance and a constant \(C_{ox}\), but no model of the semiconductor or the traps. It fails if leakage adds to the measured charge, or if a depleted gate makes the series capacitance vary with voltage. Traps that lag behind the sweep do not spoil the integral, as long as \(C\) is the actual \(dQ_G/dV\) along the sweep. They do spoil the trap density extracted below, which assumes equilibrium.

To see why the constant needs further information, let \(S=dQ_G/d\psi\) be the capacitance of everything beneath the oxide. By the chain rule \(C=S\,d\psi/dV=S(1-C/C_{ox})\), so

\[
S=\frac{C\,C_{ox}}{C_{ox}-C}=C_s+C_{it},
\]

where \(C_s\) belongs to the semiconductor and \(C_{it}\) to the traps. If \(\psi\) is replaced by \(\psi+c\), the same \(S\) follows from another trap capacitance, \(S-C_s(\psi+c)\). As long as this stays non-negative, and the flat-band voltage is unknown, the quasi-static curve cannot reject it. A sweep that reaches both accumulation, where \(C_s\) falls with \(\psi\), and inversion, where it rises, does bound \(c\) from both sides through this condition. But the bound tightens as \(C\) approaches \(C_{ox}\), which is where \(S\) is most sensitive to the assumed \(C_{ox}\), so a separate anchor is used here instead. To first order the false density is

\[
\delta D_{it}=-\frac{C_s'(\psi)\,c}{q},
\]

with \(C_s'=dC_s/d\psi\). Here \(D_{it}\) is counted per eV and potentials are in volts, so that \(C_{it}=qD_{it}\).

## The semiconductor capacitance

Both the anchor and the subtraction need \(C_s(\psi)\). Assume uniform doping \(N_A\), full ionization, Boltzmann statistics and no quantum confinement. Let \(v_t=kT/q\), let \(\varepsilon\) be the semiconductor permittivity, and let \(y\) be the local potential divided by \(v_t\). The bulk hole density is \(N_A\) to very good accuracy, and the bulk electron density is \(rN_A\) with \(r=(n_i/N_A)^2\). The charge density vanishes in the bulk:

\[
\rho=qN_A\left[e^{-y}-1-r(e^{y}-1)\right].
\]

With \(x\) measured into the semiconductor, Poisson's equation \(v_t\,y''=-\rho/\varepsilon\) becomes

\[
y''=\frac{g'(y)}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon v_t}{qN_A},
\]
\[
g(y)=e^{-y}+y-1+r(e^{y}-y-1),
\]

since \(g'=1-e^{-y}+r(e^y-1)\). Multiply by \(y'\). Both sides are then derivatives, and \(y'\) and \(g\) vanish in the bulk, so \(\tfrac12 y'^2=g/\lambda^2\).

At the surface \(y=u=\psi/v_t\). The potential decays inward, so the inward field is \(-v_ty'=v_t\,s/\lambda\), with \(s=\operatorname{sign}(u)\sqrt{2g(u)}\). By Gauss's law the gate-side charge that balances the semiconductor is \(\varepsilon\) times this field:

\[
Q_s=C_{s0}v_t\,s,\qquad C_{s0}=\frac{\varepsilon}{\lambda}.
\]

Because \(s^2=2g\), differentiation gives \(s\,ds/du=g'\), hence \(ds/du=g'/s\). Differentiating \(s\,ds/du=g'\) once more gives \(s\,d^2s/du^2=g''-(g'/s)^2\). Therefore

\[
C_s=C_{s0}\frac{g'}{s},\qquad
C_s'=\frac{C_{s0}}{v_t\,s}\left[g''-\left(\frac{g'}{s}\right)^2\right].
\]

Near flat band, with the tiny \(r\) dropped, \(2g=u^2-u^3/3+\dots\), so \(s=u-u^2/6+\dots\) and

\[
C_s=C_{s0}\left(1-\frac{u}{3}+\dots\right),\qquad C_s'(0)=-\frac{C_{s0}}{3v_t}.
\]

The capacitance at \(\psi=0\) is thus \(C_{s0}\), and its slope there is not zero. This makes flat band a usable marker.

## Fixing the constant

At a sufficiently high signal frequency the traps still follow the slow bias but not the small ac signal. Near flat band minority carriers are negligible, so the high-frequency capacitance is the oxide in series with \(C_s\) alone. The anchor \(V_0\) solves

\[
\frac{1}{C_{hf}(V_0)}=\frac{1}{C_{ox}}+\frac{1}{C_{s0}},\qquad \psi(V_0)=0.
\]

The model device has \(N_A=10^{16}\) cm⁻³, \(n_i=10^{10}\) cm⁻³, \(T=300\) K, a relative semiconductor permittivity of 12, and a 10 nm oxide of relative permittivity 4. Then \(C_{s0}=0.25661\) µF/cm², and the target is

\[
C_{hf}(V_0)=\frac{0.35417\times0.25661}{0.35417+0.25661}=0.1488\ \text{µF/cm}^2 .
\]

The synthetic high-frequency curve reaches this at \(V_0=-0.9000\) V, the flat-band voltage given to the model. That curve is built with fully frozen traps, which a real measurement may not achieve. Traps at the Fermi level exchange holes in a time \(\tau=1/(\sigma v_{th}p_s)\). With \(p_s=10^{16}\) cm⁻³ at flat band, a thermal velocity \(v_{th}=10^7\) cm/s and a capture cross-section \(\sigma=10^{-16}\) cm², this is \(10^{-7}\) s, so at 1 MHz \(\omega\tau\approx0.6\) and the traps largely respond. If they respond fully, \(C_{it}\) adds to \(C_s\) and the apparent flat band moves to \(\psi\approx3v_tC_{it}/C_{s0}\), about 20 mV for the trap density of this model, so that every extracted potential is too low by that amount. This is far larger than the anchor shift caused by a 1% error in \(C_{ox}\), found below, and it is not covered by the error formulas. The anchor holds only if \(\omega\tau\gg1\) at flat band.

The constant matters most where \(C_s\) is steep. A constant 10 mV too high creates a false density of \(1.9\times10^{11}\) cm⁻² eV⁻¹ at flat band, but \(4.7\times10^{9}\) at midgap. These values use the full difference \(C_s(\psi)-C_s(\psi+c)\); the first-order formula gives \(2.1\times10^{11}\) at flat band, because 10 mV is not small compared with \(v_t\). Doping enters through \(C_{s0}\), through the subtraction and through the energy scale defined below, so an error in \(N_A\) is a separate source of error, not covered by the \(C_{ox}\) formulas below.

## From potential to trap density

With midgap at the intrinsic level, the surface Fermi energy measured from midgap is

\[
E=q(\psi-\phi_F),\qquad \phi_F=v_t\ln\frac{N_A}{n_i}=0.3572\ \text{V}.
\]

The middle row of the table lies at midgap. There

\[
S=\frac{0.05676\times0.35417}{0.35417-0.05676}=0.06759\ \text{µF/cm}^2 .
\]

Subtracting \(C_s=0.05069\) leaves 0.01690 µF/cm². Division by \(q=1.602\times10^{-13}\) µC gives \(D_{it}=1.055\times10^{11}\) cm⁻² eV⁻¹.

The density put into the model is \(D_m(1+E^2/w^2)\), with \(D_m=10^{11}\) cm⁻² eV⁻¹ and \(w=0.2\) eV. The extracted midgap value is 5.5% higher because trap occupation changes over a thermal width. Raising the Fermi level fills traps with weight \(-\partial f/\partial E'\), where \(f\) is the Fermi function and \(E'\) the trap energy. In \(z=(E'-E)/kT\) this weight is even, and its second moment is

\[
2\int_0^\infty \frac{z^2e^{-z}\,dz}{(1+e^{-z})^2}
=4\sum_{k=1}^{\infty}\frac{(-1)^{k-1}}{k^2}=\frac{\pi^2}{3}.
\]

The sum follows from expanding the denominator and using \(\int_0^\infty z^2e^{-kz}dz=2/k^3\). Away from the band edges, the method therefore returns

\[
D_{it}(E)=D_m\left[1+\frac{E^2+\pi^2(kT)^2/3}{w^2}\right].
\]

With \(kT=0.02585\) eV the added term is 0.055, as found. It is a property of the equilibrium measurement, not an error in \(C_{ox}\).

## How a \(C_{ox}\) error moves the potential

Let the assumed oxide capacitance be \(C_{ox}(1+\eta)\), and keep first order in \(\eta\). The integrand changes by \(+\eta C/C_{ox}\). Since \(\int C\,dV\) is the change of gate charge, the integral changes by

\[
\frac{\eta}{C_{ox}}\int_{V_0}^{V}C\,dV'=\eta\,(V-V_0-\psi).
\]

This is \(\eta\) times the change of oxide voltage since flat band.

The anchor moves as well. The semiconductor capacitance inferred from the high-frequency curve obeys

\[
\frac{1}{C_{s,\text{inf}}}=\frac{1}{C_{hf}}-\frac{1-\eta}{C_{ox}}
=\frac{1}{C_s}+\frac{\eta}{C_{ox}},
\]

so \(C_{s,\text{inf}}=C_s-\eta C_s^2/C_{ox}\). The procedure declares flat band where this equals \(C_{s0}\). The true capacitance there is \(C_{s0}+\eta C_{s0}^2/C_{ox}\), and the true potential \(\psi_a\) satisfies \(C_s'(0)\psi_a=\eta C_{s0}^2/C_{ox}\). With the slope found above, \(\psi_a=-3v_t\eta C_{s0}/C_{ox}\). Calling this point zero raises every extracted potential by \(-\psi_a\). The total is

\[
\delta\psi=\eta\left[V-V_0-\psi+3v_t\frac{C_{s0}}{C_{ox}}\right].
\]

For \(\eta=0.01\) at midgap, the oxide term is \(-0.4138+0.9000-0.3572=0.1290\) V. The anchor term is \(3\times0.02585\times0.25661/0.35417=0.0562\) V. The shift is 1% of their sum, 1.85 mV.

## How it moves the density

At fixed gate voltage \(C\) is a measured number. Differentiating \(1/S=1/C-1/C_{ox}\) gives \(\delta S=-\eta S^2/C_{ox}\). The subtracted \(C_s\) is evaluated at a shifted potential, so

\[
q\,\delta D_{it}\big|_V=-\eta\frac{S^2}{C_{ox}}-C_s'(\psi)\,\delta\psi .
\]

A plot of density against energy also has its horizontal axis displaced. To compare at the same energy, subtract \(q(dD_{it}/d\psi)\delta\psi\). Since \(S=C_s+qD_{it}\), the two slopes combine:

\[
q\,\delta D_{it}\big|_E=-\eta\frac{S^2}{C_{ox}}-\frac{dS}{d\psi}\,\delta\psi .
\]

At midgap the first term is

\[
-\frac{0.01\times0.06759^2}{0.35417}=-1.29\times10^{-4}\ \text{µF/cm}^2,
\]

or \(-8.1\times10^8\) cm⁻² eV⁻¹. For the second, in depletion \(g\simeq u-1\) and \(g'\simeq1\), so \(C_s\propto(\psi-v_t)^{-1/2}\) and

\[
C_s'=-\frac{C_s}{2(\psi-v_t)}=-\frac{0.05069}{2\times0.3314}=-0.0765\ \text{µF cm}^{-2}\,\text{V}^{-1}.
\]

Multiplying by \(-\delta\psi\) and dividing by \(q\) gives \(+8.8\times10^8\). The model density has zero slope at midgap, so no axis term arises. The sum is about \(+8\times10^7\), less than 0.1% of \(D_{it}\).

A full re-extraction with \(C_{ox}\) raised by 1% gives \(+9.0\times10^7\). The difference of \(10^7\) is about 1% of either cancelling term, a size consistent with the neglected \(\eta^2\) contributions.

At \(E=+0.30\) eV inversion has begun and \(C_s'\) is positive. The two fixed-voltage terms are then \(-1.5\times10^9\) and \(-1.8\times10^9\), and they add. The axis shift contributes about \(-3.7\times10^9\) more, for a total of \(-7.1\times10^9\), or 2.1% of the extracted density. Re-extraction gives \(-6.9\times10^9\).

## Why the terms cancel in depletion

Consider a trap-free device with an exactly known anchor. Then \(S=C_s\), and the oxide voltage change is \(Q_s/C_{ox}\). The false density obeys

\[
q\,\delta D_{it}=-\frac{\eta}{C_{ox}}\left(C_s^2+C_s'Q_s\right).
\]

Inserting the formulas for \(C_s\), \(C_s'\) and \(Q_s\),

\[
C_s^2+C_s'Q_s=C_{s0}^2\left[\frac{g'^2}{s^2}+g''-\frac{g'^2}{s^2}\right]=C_{s0}^2\,g'' .
\]

Here \(g''=e^{-u}+re^{u}\) is the sum of the surface hole and electron densities divided by \(N_A\). In this limit the false density is proportional to the number of mobile carriers at the surface. It nearly vanishes in depletion because few are there.

The ratio of the whole error to the explicit term \(-\eta C_s^2/C_{ox}\) is

\[
A=\frac{C_{s0}^2g''}{C_s^2}=\frac{2g\,g''}{g'^2}.
\]

- At flat band, \(g\simeq u^2/2\), \(g'\simeq u\) and \(g''\simeq1\), so \(A\to1\).
- Deep in accumulation or inversion one exponential dominates \(g\), \(|g'|\) and \(g''\) alike, so \(A\to2\). The sweep ends give 1.995 and 2.021. This limit rests on Boltzmann statistics; at the sweep ends the surface carrier density is about \(3\times10^{19}\) cm⁻³ and the Fermi level lies more than 0.55 eV from midgap, so a semiconductor with a gap near 1.1 eV is already degenerate there, and the ratio falls below 2.
- At \(\psi=2\phi_F\), \(re^u=1\), so \(g\simeq u\), \(g'\simeq2\), \(g''\simeq1\) and \(A\simeq u/2=\phi_F/v_t=13.8\). The computed peak is 13.9, at \(\psi=0.72\) V.

The peak does not mark the largest absolute error, which keeps growing with the carrier density. It marks where the explicit term most underestimates the error. In depletion the explicit term fails the other way: at midgap it is about \(2\times10^4\) times larger than the whole trap-free error. Traps and the anchor shift spoil the cancellation, so a real extraction needs the full formulas. At midgap in the model device the anchor term alone gives \(0.0765\times0.01\times0.0562/q=+2.7\times10^8\) cm⁻² eV⁻¹. The trap-free part is negligible there, so the traps supply the remainder, \(0.8\times10^8-2.7\times10^8=-1.9\times10^8\). The total is as small as \(8\times10^7\) only because these two contributions partly offset each other at this trap density and doping.

## The procedure in general

1. Choose \(C_{ox}\), and find \(V_0\) from the high-frequency curve and the known doping.
2. Integrate \(1-C/C_{ox}\) from \(V_0\) to obtain \(\psi(V)\).
3. Form \(S=CC_{ox}/(C_{ox}-C)\), then \(D_{it}=(S-C_s(\psi))/q\), and plot it against \(E=q(\psi-\phi_F)\).
4. Compute \(\delta\psi\) and \(\delta D_{it}|_E\) for the uncertainty in \(C_{ox}\). Discard energies where the result exceeds the accuracy required.

If \(C_{ox}\) has an independent random calibration error, the standard deviation of \(D_{it}\) is, to first order, \(|\delta D_{it}|_E/\eta|\) times the relative standard deviation of \(C_{ox}\). The same calibration error enters every point, so it deforms the whole curve and does not appear as scatter.

When \(C\) approaches the assumed \(C_{ox}\), \(S\) diverges and the linear formulas fail. They require \(|\eta|\) to be small compared with \(1-C/C_{ox}\). Near flat band, and in accumulation or inversion, \(C_s\) changes over a few \(v_t\), so there \(|\delta\psi|\) must also be small compared with \(v_t\). These conditions make each term accurate, not their sum where the terms cancel. At midgap in the model device, \(\eta=-3.7\%\) gives \(-2.9\times10^8\) cm⁻² eV⁻¹ from the linear formula but about \(-1.4\times10^8\) from a full re-extraction; both are small compared with \(D_{it}\).

For the model device, the first-order error from a 1% change in \(C_{ox}\) stays below 10% of the extracted density at all sweep points from \(E=-0.398\) to \(+0.370\) eV. The largest capacitance on the sweep is 0.3412 µF/cm², which is 3.7% below \(C_{ox}\). Using it in place of \(C_{ox}\) changes the density by −2.1% at \(E=-0.30\) eV, −0.1% at midgap and +8.9% at \(+0.30\) eV, relative to the extraction with the correct value. For this device the shortcut is adequate around midgap. Toward the band edges a separate determination of \(C_{ox}\) is needed, and at the point of largest capacitance the shortcut gives an infinite density. These percentages belong to the model. Carrier degeneracy and quantum confinement, which it leaves out, push the largest capacitance of a real device further below \(C_{ox}\).

The numerical check compares the recovered potential with a direct solution of charge balance, and the error formulas with complete re-extractions for small changes of \(C_{ox}\).

## Values computed for the example and the checks

```
temperature 300 K, kT/q = 25.852 mV
doping 1.0e+16, intrinsic density 1.0e+10 cm^-3
relative permittivities: semiconductor 12, oxide 4
oxide thickness 10.0 nm, Cox = 0.35417 uF/cm^2
Debye length 41.41 nm, Cs0 = 0.25661 uF/cm^2
bulk Fermi potential phi_F = 0.3572 V
trap model: Dm = 1.0e+11 cm^-2 eV^-1, w = 0.20 eV
trap energies within +/- 0.55 eV of midgap
sweep -2.5 to 1.5 V, step 10 mV
flat-band voltage: set -0.9000 V, recovered -0.9000 V
flat-band Chf = 0.14880 uF/cm^2
largest error of recovered psi = 0.05 uV
psi at sweep ends: -0.2033 and 0.9178 V
E - midgap = -0.30 eV: V = -0.8027 V, psi = 0.0572 V
  C = 0.12515, S = 0.19354, Cs = 0.14059 uF/cm^2
  Dit set 3.2500e+11, extracted 3.3044e+11 cm^-2 eV^-1
  Cox +1 %: psi shift at fixed V = 0.964 mV
  explicit -6.601e+09, via psi +7.001e+09 cm^-2 eV^-1
  fixed-E change: formula +1.843e+09, re-extracted +1.835e+09 cm^-2 eV^-1
E - midgap = +0.00 eV: V = -0.4138 V, psi = 0.3572 V
  C = 0.05676, S = 0.06759, Cs = 0.05069 uF/cm^2
  Dit set 1.0000e+11, extracted 1.0550e+11 cm^-2 eV^-1
  Cox +1 %: psi shift at fixed V = 1.852 mV
  explicit -8.051e+08, via psi +8.843e+08 cm^-2 eV^-1
  fixed-E change: formula +7.929e+07, re-extracted +8.999e+07 cm^-2 eV^-1
E - midgap = +0.30 eV: V = -0.0529 V, psi = 0.6572 V
  C = 0.07403, S = 0.09359, Cs = 0.04065 uF/cm^2
  Dit set 3.2500e+11, extracted 3.3044e+11 cm^-2 eV^-1
  Cox +1 %: psi shift at fixed V = 2.461 mV
  explicit -1.544e+09, via psi -1.839e+09 cm^-2 eV^-1
  fixed-E change: formula -7.069e+09, re-extracted -6.850e+09 cm^-2 eV^-1
1 % Cox error below 10 % of Dit: E from -0.398 to +0.370 eV
+10 mV constant error at flat band: +1.878e+11 cm^-2 eV^-1
+10 mV constant error at midgap: +4.669e+09 cm^-2 eV^-1
trap-free amplification A: midgap 0.0001, accumulation end 1.995
  inversion end 2.021, peak 13.88 at psi = 0.720 V
largest C = 0.34119 uF/cm^2, as Cox error -3.66 %
  Dit with Cox = largest C at E = -0.30 eV: 3.2358e+11 cm^-2 eV^-1
  Dit with Cox = largest C at E = +0.00 eV: 1.0536e+11 cm^-2 eV^-1
  Dit with Cox = largest C at E = +0.30 eV: 3.5986e+11 cm^-2 eV^-1
```
